Small-deviation forms of the ε and ν equation-of-state metrics

**Two disagreements that ν cannot tell apart**

Take two energy–volume curves whose equilibrium volumes differ by 0.05 %, whose bulk moduli differ by 1 %, and whose pressure derivatives of the bulk modulus differ by 20 %, all three quantities being larger for the same curve. The metric ν gives 0.0866 and the metric ε gives 0.0587. Now reverse the sign of the last difference alone. ν is still 0.0866, but ε falls to 0.0215. If instead both curves are made twenty times stiffer, neither metric changes, while the root-mean-square energy difference grows twentyfold.

Such comparisons arise when a PAW data set is checked against a reference calculation. The small-deviation forms of the two metrics account for all three observations.

**Definitions and regime**

Each curve E(V) has equilibrium volume V0, bulk modulus B0 and pressure derivative B1 = dB/dP at V0. Each is shifted so that its minimum energy is zero. For curves a and b, let v, b and p be the differences (a minus b) of V0, B0 and B1, each divided by the mean of the two values. From here on V0, B0 and B1 without a curve label denote these means. The comparison window is |x| ≤ h with

x = V/V0 − 1,

and ⟨…⟩ is the uniform average over it. The numerical example uses h = 0.06. With D = E_a − E_b and var E = ⟨(E − ⟨E⟩)²⟩, the metrics are

ε² = ⟨D²⟩ / √(var E_a · var E_b),

ν = 100 √[v² + (b/20)² + (p/400)²].

The weights of ν are thus 1, 1/20 and 1/400.

What "insensitive to overall stiffness" means follows from the definitions. If both energies are multiplied by λ > 0, the numerator of ε² gains λ² and so does its denominator. Both values of B0 gain λ, while V0 and B1 stay put, so v, b and p are unchanged. Both metrics are therefore invariant under a common change of stiffness. They are not blind to a stiffness difference between the curves, which is b.

The expansion needs a rule for comparing terms. In D, the three deviations will appear as vx, bx² and px³. These are of equal size at the window edge when v/h, b and hp are of one common order η. I take η ≪ 1 and h ≪ 1, and keep ε² to order η², with its leading coefficients and their first correction in h.

The parameters of a and b lie symmetrically about the means. Exchanging the curves reverses v, b and p, so D is odd in the deviations and its linear part has an error of third order. The product var E_a · var E_b is even, so it has no first-order change. To order η² it may be evaluated for the mean curve, E ≈ B0V0 x²/2:

var(x²/2) = (⟨x⁴⟩ − ⟨x²⟩²)/4 = (h⁴/5 − h⁴/9)/4 = h⁴/45.

The cubic term of E does not correct this at relative order h, because x² and x³ have opposite parity on a symmetric window. The first correction is of relative order h². Hence, to the accuracy sought,

ε² = (45/h⁴) ⟨D²⟩/(B0V0)².  (1)

The stiffness scale B0V0 cancels, since D is proportional to it.

**First derivation: Taylor series and moments**

Assume a smooth three-parameter family E = B0V0 f(x; B1), where for each curve x is measured from its own V0. The low coefficients of f follow from the definitions of the parameters. With P = −E′ and B = −V dP/dV = VE″,

B1 = (dB/dV)/(dP/dV) = (E″ + VE‴)/(−E″) = −1 − VE‴/E″.

At the minimum E″ = B0/V0, so E‴ = −(1 + B1)B0/V0², and

f = x²/2 − (1 + B1)x³/6 + f₄(B1)x⁴ + …

Now vary each parameter at fixed V.

For V0, the derivative of V0 f(V/V0 − 1) with respect to ln V0 is V0 f − V f′. Division by V0 gives

f − (1 + x)f′ = x²/2 − [x + x² − (1 + B1)x²/2] + O(x³) = −x + B1x²/2 + O(x³).

For B0, the relative change b multiplies f itself. For B1, the change is pB1, and it multiplies −x³/6 + qx⁴, where q = df₄/dB1. Collecting odd and even powers,

D/(B0V0) = −vx − [B1p + (1 + B1)b]x³/6 + (b + B1v)x²/2 + qB1p x⁴.  (2)

The leading terms, −vx, bx²/2 and −B1px³/6, are of order h²η. The others are smaller by one factor of h. Terms not written are smaller by h² or more.

Odd and even parts do not mix in ⟨D²⟩. With ⟨x²⟩ = h²/3, ⟨x⁴⟩ = h⁴/5 and ⟨x⁶⟩ = h⁶/7, the odd part gives

v²h²/3 + v[B1p + (1 + B1)b]h⁴/15 + [B1p + (1 + B1)b]²h⁶/252,

and the even part gives

(b + B1v)²h⁴/20 + bqB1p h⁶/7,

up to terms beyond the retained order. Multiply by 45/h⁴ and drop squares of correction terms, which have relative order h²:

from the odd part: 15v²/h² + 3B1vp + 3(1 + B1)vb + (5/28)h²[B1²p² + 2B1(1 + B1)bp],

from the even part: (9/4)b² + (9/2)B1vb + (45/7)qB1h²bp.

The vb coefficients add to 3 + (15/2)B1 = (3/2)(5B1 + 2).

The number q requires a choice of equation of state. The Birch–Murnaghan energy is

E = (9/16)B0V0[2t² + (B1 − 4)t³], t = (V0/V)^(2/3) − 1.  (3)

B1 enters through (9/16)B1t³. Since t = −2x/3 + 5x²/9 + …,

t³ = −(8x³/27)(1 − 5x/6)³ = −8x³/27 + 20x⁴/27 + …,

and (9/16)t³ = −x³/6 + 5x⁴/12, so q = 5/12. The bp coefficient is then

h²B1[(5/14)(1 + B1) + 75/28] = (5/28)h²B1(17 + 2B1).

The result is

ε² = 15v²/h² + (9/4)b² + 3B1vp + (5/28)B1²h²p²
  + (3/2)(5B1 + 2)vb + (5/28)h²B1(17 + 2B1)bp.  (4)

The first line is the leading form and the second is its first correction in h. B0 appears nowhere.

**Second derivation: finite strain and Legendre components**

Start now from the closed form (3) and do the variation in the strain t. Write E = B0V0 g(t). At fixed V, (1 + t) is proportional to V0^(2/3), so a relative change v of V0 gives δt = (2/3)(1 + t)v. The prefactor V0 adds vg. The coefficient of v is therefore

g + (2/3)(1 + t)g′ = (9/8)t² + (3/8)(1 + t)[4t + 3(B1 − 4)t²] + …
 = (3/2)t + [(9B1 − 15)/8]t² + …

Substitute t = −2x/3 + 5x²/9. The first term gives −x + 5x²/6, and the second gives (B1/2 − 5/6)x². The sum is −x + B1x²/2.

The coefficient of b is g. With t² = 4x²/9 − 20x³/27 + …,

g = x²/2 − 5x³/6 − (B1 − 4)x³/6 = x²/2 − (1 + B1)x³/6.

The coefficient of p is B1(9/16)t³ = B1(−x³/6 + 5x⁴/12). The energy difference has thus been obtained without using the pressure definitions of the parameters.

Instead of averaging products of powers, expand D in Legendre polynomials of u = x/h. They are orthogonal on the window, with ⟨P_l²⟩ = 1/(2l + 1). The conversions are

u² = P₀/3 + 2P₂/3,
u³ = 3P₁/5 + 2P₃/5,
u⁴ = P₀/5 + 4P₂/7 + 8P₄/35.

With D/(B0V0) = Σ d_l P_l(u), the components are

d₀ = (h²/6)[b + B1v + B1h²p/2],
d₁ = −h{v + (h²/10)[B1p + (1 + B1)b]},
d₂ = (h²/3)[b + B1v + 5B1h²p/7],
d₃ = −(h³/15)[B1p + (1 + B1)b].

The component d₄ is smaller than the leading ones by h, and enters squared, so it drops out. The denominator follows in the same language: x²/2 = h²(P₀/6 + P₂/3), whose variance is (h²/3)²/5 = h⁴/45. Equation (1) becomes

ε² = (45/h⁴)(d₀² + d₁²/3 + d₂²/5 + d₃²/7)

 = (5/4)[b + B1v + B1h²p/2]² + [b + B1v + 5B1h²p/7]²
  + (15/h²){v + (h²/10)[B1p + (1 + B1)b]}² + (h²/35)[B1p + (1 + B1)b]².  (5)

Expanding (5) to the retained order must return (4):

- b²: 5/4 + 1 = 9/4.
- p²: B1²h²(3/20 + 1/35) = (5/28)B1²h².
- vp: (15/h²)(2)(h²/10)B1 = 3B1.
- vb: (5/2)B1 + 2B1 + 3(1 + B1) = (3/2)(5B1 + 2).
- bp: B1h²[5/4 + 10/7 + (5/14)(1 + B1)] = (5/28)h²B1(17 + 2B1).

At leading order (5) reads

ε² = (15/h²)(v + B1h²p/10)² + B1²h²p²/35 + (5/4)b² + b².  (6)

This shows what each disagreement does. A volume difference tilts D across the window. A difference in B1 gives a cubic curve, most of whose weight is also a tilt. With opposite signs of v and p the tilts cancel at least in part. They cancel fully at v = −B1h²p/10, where v and p together contribute only the small remainder B1²h²p²/35. A stiffness difference makes a parabola, with a mean offset (5/4)b² and a curved part b².

The offset depends on the alignment convention. If the window averages are aligned instead of the minima, P₀ disappears and the coefficient 9/4 becomes 1. For b = 1 % and v = p = 0, the full curves give ε/|b| = 1.490 with aligned minima and 1.000 with aligned means. The first lies 0.7 % below 3/2, a correction of the size expected from h² = 0.0036 with a coefficient of order one.

**What each derivation assumes**

Both derivations assume small deviations, a narrow window centred on the mean V0, and aligned minima. They differ in what they ask of the equation of state.

The Taylor route needs a smooth three-parameter family scaled by B0V0. It shows that every coefficient in (4) except that of bp is fixed by the definitions of V0, B0 and B1. The bp coefficient needs q, the response of the quartic term to B1. As a test, the four leading coefficients were extracted from Vinet curves at h = 0.01; they agree with (4) within 1 %.

The strain route assumes Birch–Murnaghan from the outset, so by itself it cannot tell which coefficients are general. In return, the orthogonal components display ε² as a sum of squares and identify the cancellation that the moment calculation leaves inside a cross term.

A test of the whole form compares its matrix, in the variables v/h, b and hp, with one extracted from full Birch–Murnaghan curves. The norm of the difference is 0.0694, 0.0173 and 0.0043 at h = 0.04, 0.02 and 0.01. It falls by a factor of 4.00 on the last halving, as an error of order h² should.

The centring condition is mild. Centring the window on the V0 of one curve moves it by an amount of order v, which changes ε² only at third order in the deviations. A fixed offset unrelated to v is different: it mixes odd and even terms, and (4) then needs new coefficients. The expansion also fails when v is not small compared with h. The term 15v²/h² alone reaches one at v = h/√15, which is 1.5 % for h = 0.06.

**Where the weights of ν come from**

For ν there is little to expand, as it is already written in relative differences. If logarithms are preferred, let L = ln(Y_a/Y_b) for any parameter Y. Then

(Y_a − Y_b)/[(Y_a + Y_b)/2] = 2 tanh(L/2) = L − L³/12 + …,

so v, b and p may be replaced by logarithmic differences up to cubic terms.

The weights are not the coefficients of ε². Their role appears when one asks how well a fit determines each parameter. Take seven equally spaced volumes, x = hk/3 with k = −3, …, 3, and give each energy independent noise of standard deviation τB0V0. To leading order in h, the fit responds to the noise like a cubic least-squares polynomial c₀ + c₁k + c₂k² + c₃k³, in units of B0V0.

The required sums are Σ1 = 7, Σk² = 28, Σk⁴ = 196 and Σk⁶ = 1588. Odd and even coefficients decouple. The normal matrix for c₁ and c₃ has determinant 28·1588 − 196² = 6048, and that for c₀ and c₂ has 7·196 − 28² = 588. Inverting them gives

var c₁ = 1588τ²/6048, var c₂ = 7τ²/588, var c₃ = 28τ²/6048.

Here v, b and p denote the errors of the fitted parameters. Comparing c₁k, c₂k² and c₃k³, with k = 3x/h, to −vx, bx²/2 and −B1px³/6 gives

v = −3c₁/h, b = 18c₂/h², p = −162c₃/(B1h³).

The standard deviations are therefore

σ_v = 1.537τ/h, σ_b = 1.964τ/h², σ_p = 11.02τ/(B1h³),

and their ratios are

σ_b/σ_v = 1.28/h, σ_p/σ_v = 7.17/(B1h²).

At h = 0.06 the first is 21.3. The second equals 400 when B1 = 4.98. For B1 near 5, the weights 1/20 and 1/400 thus bring the three scatters to nearly the same size, so that no parameter dominates ν merely because it is hard to fit. They belong to this window and this seven-volume grid. Halving h would double the first ratio and quadruple the second. Changing the number of volumes on the same window shifts both ratios as well: for B1 = 5, the same leading-order calculation gives about 19 and 370 for five volumes and about 23 and 430 for eleven, against 21 and 400 for seven.

The fitted errors are also correlated. The covariance of c₁ and c₃ is −196τ²/6048, so v and p have correlation −196/√(1588·28) = −0.93. Fit noise therefore tends to give v and p opposite signs, the combination in which ε partly cancels. ν weighs each scatter separately and takes no account of this correlation.

**Worked example**

The model has V0 = 20 Å³, B0 = 100 GPa, B1 = 4.5 and h = 0.06, so B0V0 = 12.48 eV. These are round parameters, not those of a material. The deviations are v = 0.05 %, b = 1 % and p = ±20 %, chosen so that v = b/20 = |p|/400 = 0.0005. Hence

ν = 100·√3·0.0005 = 0.0866

for either sign. In units of 10⁻⁴, the terms of (4) are

vv: 10.42, bb: 2.25, pp: 5.21, vp: ±13.50, vb: 1.84, bp: ±1.50.

For p = +20 % the leading terms add to 31.37 and all terms to 34.72, giving ε = 0.0560 and 0.0589. The full curves give 0.0587. For p = −20 % the sums are 4.37 and 4.71, giving 0.0209 and 0.0217, against 0.0215 from the full curves. In (6), B1h²p/10 = ±0.000324 is to be added to v = 0.0005. The tilt is 0.000824 in one case and 0.000176 in the other, which is the whole change in the leading form (6) and the main part, about nine tenths, of the change in ε² for the full curves.

The root-mean-square energy difference keeps the stiffness:

Δ = √⟨D²⟩ ≈ B0V0h²ε/√45.

For p = +20 % this gives 0.394 meV, against 0.401 meV from the full curves. The difference comes from replacing the variances by their leading value. With B0 = 20 GPa and 400 GPa and the same relative deviations, Δ is 0.080 and 1.603 meV, while ε stays at 0.0587 and ν at 0.0866.

How far can ε and ν disagree? Put y₁ = v, y₂ = b/20 and y₃ = p/400, so that ν² = 10⁴(y₁² + y₂² + y₃²). The leading form becomes

ε² = 4167y₁² + 900y₂² + 2083y₃² + 5400y₁y₃.

The y₂ direction gives ε/ν = √900/100 = 0.300. The remaining block has eigenvalues

3125 ± √(1042² + 2700²) = 6019 and 231,

so ε/ν = 0.776 and 0.152. The full curves give 0.777, 0.291 and 0.151. In this model, then, ε lies between about 0.15ν and 0.78ν for small deviations, and no single factor converts one metric into the other. The two cases above have ratios 0.678 and 0.248.

Finally, 40,000 Birch–Murnaghan fits with energy noise of 0.01 meV give scatters of 0.0020 % in V0, 0.044 % in B0 and 0.91 % in B1. The formulas agree with the fits within the 6 % required by the test. After multiplication by the weights, the contributions in units of ν are 0.0020, 0.0022 and 0.0023. The remaining inputs and intermediate values are in the numerical output.

Computed values

```
V0 = 20.0 A^3, B0 = 100.0 GPa, B1 = 4.5, h = 0.06
B0*V0 = 12.483 eV
Form error (matrix norm) at h=0.04, 0.02, 0.01: 0.06941 0.01731 0.00433
Error ratio on last halving of h = 4.00
eps/|b|, minima aligned = 1.4901
eps/|b|, means aligned = 1.0000
Deviations: v = 0.05 %, b = 1 %, p as listed
p = +20 %: eps full = 0.05874, leading = 0.05601, with next order = 0.05892
  Delta full = 0.4007 meV, from eps = 0.3935 meV
  nu = 0.08660, nu from logarithms = 0.08670
  eps/nu = 0.678
  eps^2 terms (1e-4): vv 10.417, bb 2.250, pp 5.207
  eps^2 terms (1e-4): vp 13.500, vb 1.838, bp 1.504
p = -20 %: eps full = 0.02147, leading = 0.02091, with next order = 0.02170
  Delta full = 0.1464 meV, from eps = 0.1439 meV
  nu = 0.08660, nu from logarithms = 0.08670
  eps/nu = 0.248
  eps^2 terms (1e-4): vv 10.417, bb 2.250, pp 5.207
  eps^2 terms (1e-4): vp -13.500, vb 1.838, bp -1.504
Common stiffness changed, p = +20 %:
  B0 = 20 GPa: eps = 0.05874, nu = 0.08660, Delta = 0.0801 meV
  B0 = 400 GPa: eps = 0.05874, nu = 0.08660, Delta = 1.6026 meV
eps/nu principal values, full curves: 0.151 0.291 0.777
eps/nu principal values, leading form: 0.152 0.300 0.776
Energy noise = 0.010 meV on 7 volumes, 40000 fits
  V0: scatter = 0.00204 %, formula = 0.00205 %, weighted (nu units) = 0.00204
  B0: scatter = 0.04417 %, formula = 0.04370 %, weighted (nu units) = 0.00221
  B1: scatter = 0.90639 %, formula = 0.90845 %, weighted (nu units) = 0.00227
Scatter ratios from fits: B0/V0 = 21.64, B1/V0 = 443.9
Scatter ratios, formula: B0/V0 = 21.29, B1/V0 = 442.6
B1 at which the formula ratio equals 400: 4.98
Fit/formula scatter at h = 0.02 (V0, B0, B1): 1.0013 0.9963 1.0023
```
